# How does 1 GPa of pressure change the silicon regrowth rate?

**Question**

I am stuck on an exercise about solid-phase epitaxy. An amorphous layer on undoped (001) silicon regrows onto the crystal at 823 K. The activation volume for the interface velocity is given as $-3.3\ \mathrm{cm^3/mol}$, and I must find how much 1 GPa of hydrostatic pressure changes the velocity.

I expected pressure to slow atomic rearrangement, because atoms need room to move. The minus sign seems to say the opposite. Amorphous silicon is slightly less dense than the crystal, so perhaps the negative volume just expresses that pressure favours the denser phase. But then is the mole a mole of regrown atoms? And can I use one activation volume all the way to 1 GPa, which does not look like a small pressure?

**Answer**

The activation volume is a statement about the rate, so start from its definition. Let $v$ be the interface velocity, $P$ the hydrostatic pressure, $T$ the temperature and $R$ the gas constant. Then

$$
\Delta V=-RT\left(\frac{\partial\ln v}{\partial P}\right)_T .
$$

With this sign convention a negative $\Delta V$ means that the velocity rises with pressure. Divide by $-RT$ and integrate from zero pressure to $P$ at fixed temperature:

$$
\ln\frac{v(P)}{v(0)}=-\frac{1}{RT}\int_0^P\Delta V(P')\,dP' .
$$

If $\Delta V$ is constant over the range, it comes out of the integral:

$$
\frac{v(P)}{v(0)}=\exp\left(-\frac{P\,\Delta V}{RT}\right).
$$

Both anneals must have the same temperature, crystal orientation and doping, and no third phase may form besides the amorphous layer and the crystal. Atmospheric pressure is about $10^{-4}$ GPa, so calling it zero is harmless here.

**The numbers**

One gigapascal is $10^9\ \mathrm{J/m^3}$ and one cubic centimetre is $10^{-6}\ \mathrm{m^3}$. The work term is therefore

$$
-P\,\Delta V=(10^9)(3.3\times10^{-6})\ \mathrm{J/mol}=3300\ \mathrm{J/mol}.
$$

At 823 K, $RT=6842.8\ \mathrm{J/mol}$, so

$$
\frac{v(1\ \mathrm{GPa})}{v(0)}=\exp\left(\frac{3300}{6842.8}\right)=e^{0.4823}=1.62 .
$$

The regrowth rate increases by a factor of about 1.6. The opposite sign of $\Delta V$ would have given 0.617, a slowing.

The exponent is not small, so the linear estimate $1+0.4823=1.48$ is about 8 % below the exponential result. At 0.1 GPa the exponential gives 1.049, and there the linear estimate is adequate. With constant $\Delta V$, the velocity doubles at

$$
P_2=\frac{RT\ln2}{|\Delta V|}\approx1.4\ \mathrm{GPa}.
$$

For a concrete layer, take a thickness of 100 nm and an ambient velocity of 0.1 nm/s, a rough typical value for undoped (001) silicon at this temperature. Regrowth takes $100/0.1=1000$ s at ambient pressure. At 1 GPa the velocity is 0.162 nm/s and the time is 617 s. These times assume a constant velocity through the whole layer. They also neglect the compression of the layer itself, about 0.3 % in thickness for a bulk modulus of 100 GPa, which would shorten 617 s to about 615 s.

**Why the pressure slope is a volume**

Your picture of atoms needing room is a picture of a saddle state that is larger than the initial state. Transition-state theory shows what replaces it when the sign is negative.

Let $x$ be the reaction coordinate, with effective mass $m$, and let the saddle be at $x=0$. The rate is the probability density of finding the system at the saddle, given that it is on the reactant side, times the average of $\dot x$ there, with backward-moving systems counted as zero. The thermal velocity distribution gives

$$
\int_0^\infty \dot x\,\sqrt{\frac{m}{2\pi k_BT}}\;e^{-m\dot x^2/2k_BT}\,d\dot x
=\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=\sqrt{\frac{k_BT}{2\pi m}} .
$$

At constant pressure, a configuration with energy $U$ and volume $V$ has weight $e^{-(U+PV)/k_BT}$. Let $Z^\ddagger$ be the integral of this weight over all configurations at the saddle, and $Z_R$ the integral over the reactant side. Then

$$
k=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{Z^\ddagger}{Z_R}.
$$

This assumes classical motion, a pressure-independent $m$, and no return after crossing. Pressure enters the weights through $PV$ alone, so for either integral

$$
\frac{\partial\ln Z}{\partial P}
=\frac1Z\int\left(-\frac{V}{k_BT}\right)e^{-(U+PV)/k_BT}
=-\frac{\langle V\rangle}{k_BT}.
$$

Subtracting the reactant result from the saddle result gives

$$
-k_BT\,\frac{\partial\ln k}{\partial P}
=\langle V\rangle^\ddagger-\langle V\rangle_R .
$$

A negative activation volume for this step means that the system is smaller, on average, at the saddle than before the event. The surroundings then do work on it as it climbs, and pressure lowers the free-energy barrier. This fixes the volume change but does not identify the atomic mechanism.

If one kind of event limits the rate, the mole is a mole of those activation events. Per event, $-3.3\ \mathrm{cm^3/mol}$ is $-5.48$ Å$^3$, or 27 % of the volume of one silicon atom in magnitude. Do not divide it by the number of atoms that a single event may add to the crystal. If several steps set the velocity, the slope is a weighted combination of their volumes. For example, when kink pairs nucleate at rate $J$ and kinks move at rate $k$, $v\propto\sqrt{Jk}$ and $\Delta V$ is the mean of the two activation volumes, so no single event need have $-5.48$ Å$^3$.

**How much comes from the density difference?**

Your second idea is a real effect, and it can be sized. Suppose each event transfers one atom. Let $k$ be the forward rate and let $\Delta g>0$ be the molar free energy of the amorphous phase minus that of the crystal at zero pressure. Detailed balance makes the backward rate $ke^{-y}$, where

$$
y=\frac{\Delta g+P\,\Delta V_{ac}}{RT},\qquad
\Delta V_{ac}=V_a-V_c>0 .
$$

The pressure term follows from $(\partial G/\partial P)_T=V$ for each phase, with $\Delta V_{ac}$ taken as constant. If each forward event advances the interface by a length $\lambda$, the net velocity is

$$
v=\lambda k\left(1-e^{-y}\right).
$$

Take the logarithm, differentiate, and multiply by $-RT$. The three factors contribute separately:

1. The rate $k$ contributes the barrier part $\Delta V_b$.
2. The length $\lambda$ scales as the cube root of the volume. With bulk modulus $B$, $\partial\ln\lambda/\partial P=-1/(3B)$, which contributes $+RT/(3B)$.
3. The driving factor contributes
$$
-RT\,\frac{e^{-y}}{1-e^{-y}}\,\frac{\Delta V_{ac}}{RT}
=-\frac{\Delta V_{ac}}{e^y-1}.
$$

The sum is

$$
\Delta V=\Delta V_b-\frac{\Delta V_{ac}}{e^y-1}+\frac{RT}{3B}.
$$

Now use rough values for silicon: a driving free energy of 0.1 eV per atom, an amorphous density 2 % below that of the crystal, and $B=100$ GPa. The density deficit gives $\Delta V_{ac}=0.246\ \mathrm{cm^3/mol}$. Since $k_BT=0.0709$ eV, $y=0.1/0.0709=1.41$ at zero pressure. The driving part is then

$$
-\frac{0.246}{e^{1.41}-1}\approx-0.08\ \mathrm{cm^3/mol},
$$

and the length part is $+0.02\ \mathrm{cm^3/mol}$. Solving for the barrier part leaves $\Delta V_b\approx-3.24\ \mathrm{cm^3/mol}$. With these inputs, nearly all of the given activation volume belongs to the barrier.

The same conclusion appears in the velocity. If pressure changed only the factor $1-e^{-y}$, with the forward rate $k$ held fixed, 1 GPa would raise the velocity by about 1.1 %, against 62 % for the full effect. Detailed balance fixes only the ratio of the two rates, so part of the density difference may also sit inside $\Delta V_b$. If the whole of $\Delta V_{ac}$ were already lost at the saddle, the density difference would account for a rise of 4.8 %, or about a tenth of the given activation volume. These contributions are already inside the given $\Delta V$, because it was defined from $v$. They must not be multiplied into the answer a second time.

Two limits show when the density difference matters. For $y\gg1$, backward events are rare and the driving part vanishes as $\Delta V_{ac}e^{-y}$. For $y\to0$, the phases approach equal free energy, the velocity goes to zero, and the driving part grows as $-\Delta V_{ac}/y$. A constant apparent activation volume would then be a poor description. The example lies between these limits, but the small $\Delta V_{ac}$ keeps the contribution small.

**Can $\Delta V$ be held constant up to 1 GPa?**

That is an assumption about how much each state shrinks. What counts is the compliance $-\partial V/\partial P=V/B$. If it is larger at the saddle than in the reactant state, pressure shrinks the saddle more, and $\Delta V$ becomes more negative as $P$ rises. Equal bulk moduli are not the same as equal compliances: the saddle is smaller, so $|\Delta V|$ then falls by about $P/B$, or 1 % at 1 GPa. Below, softer and stiffer refer to the compliance. A simple model gives the size of the correction. It illustrates the thermodynamics and is not an atomistic calculation of silicon.

Let $u$ be the volume of a small region minus its reference volume $V_0$, and take

$$
U=E\,s(x)+\frac{[u-w\,s(x)]^2}{2C(x)},\qquad s(x)=(1-x^2)^2 .
$$

The reactant well is at $x=-1$, where $s=0$, and the saddle is at $x=0$, where $s=1$. Here $E$ is the static barrier and $w$ is the static volume change, set to $-5.48$ Å$^3$. The compliance is $C=C_0(1+as)$, so $a>0$ means a softer saddle. Adding $Pu$ and completing the square gives

$$
\frac{(u-ws)^2}{2C}+Pu
=\frac{(u-ws+PC)^2}{2C}+Pws-\frac{P^2C}{2}.
$$

Integration over $u$ removes the squared term and leaves a factor $\sqrt{2\pi k_BTC}$, which does not depend on pressure. The barrier between $s=0$ and $s=1$ is therefore

$$
E(P)=E+Pw-\tfrac12P^2aC_0 .
$$

The last term adds $P^2aC_0/(2k_BT)$ to the logarithm of the velocity ratio.

Choose a region of ten atoms, with $V_0=200$ Å$^3$, a bulk modulus of 100 GPa and a saddle compliance 20 % larger, $a=0.2$. Then $C_0=V_0/B=2.0$ Å$^3$/GPa and $aC_0=0.40$ Å$^3$/GPa. One gigapascal acting on 5.48 Å$^3$ does 0.0342 eV of work, so on 0.40 Å$^3$ it does 0.0025 eV. The correction is

$$
\frac{0.0025}{2\times0.0709}\approx0.018 ,
$$

or about 2 % in the ratio.

There is also a small change of prefactor. Near the well, write $x=-1+q$. Then $1-x^2\approx2q$ and $s\approx4q^2$. For equal compliances the reactant integral is

$$
\int e^{-4(E+Pw)q^2/k_BT}\,dq
=\sqrt{\frac{\pi k_BT}{4(E+Pw)}} .
$$

This integral stands in the denominator of the rate, so the ratio acquires the factor $\sqrt{1+Pw/E}$. With $E=2.7$ eV, a rough value for silicon regrowth, and $Pw=-0.0342$ eV, the factor is 0.994.

Direct numerical integration of the model over $-1.4\le x\le0$, a range that contains the whole thermally occupied well and keeps $C$ positive, gives a ratio of 1.61 for equal compliances, 1.64 for the softer saddle and 1.58 for one 20 % stiffer. The equal-compliance value is slightly below 1.62 because $w$ was assigned to the static barrier. An activation volume defined from the velocity already contains the prefactor change, so 1.62 remains the answer to your exercise.

The integration also tests the volume identity derived above. For the softer saddle at 0.5 GPa, the pressure slope of $\ln k$ gives $-5.604$ Å$^3$, and the difference of the mean volumes gives the same value.

The 2 % correction is not a bound. It is proportional to the chosen region size and to $a$, and it grows as $P^2$. At 2 GPa it would be four times as large in the logarithm. A measured curve of $\ln v$ against $P$ is needed to establish how constant $\Delta V$ really is.

**Pressure compared with heating**

Suppose you wanted the same velocity at ambient pressure by raising the temperature to $T'$. Write the ambient velocity as $A e^{-E/k_BT}$, with $A$ constant and $E$ now the measured activation energy, again about 2.7 eV. Let $\Delta V_1=-5.48$ Å$^3$ be the activation volume per event. Equal velocities require

$$
\frac{E}{k_BT'}=\frac{E+P\,\Delta V_1}{k_BT},
\qquad
T'=\frac{T}{1+P\,\Delta V_1/E}.
$$

Therefore

$$
T'=\frac{823\ \mathrm K}{1-0.0342/2.7}=833.6\ \mathrm K .
$$

One gigapascal is worth a temperature rise of about 11 K. The barrier falls by only 1.3 %, but the velocity depends on it exponentially.

A measurement of the pressure effect therefore needs good temperature control. A 5 K rise multiplies the ambient velocity by 1.26. If the pressurized sample were 5 K too hot, the apparent ratio would be about $1.62\times1.26=2.04$. Interpreting that as a pure pressure effect would give

$$
\Delta V_{\text{apparent}}=-\frac{RT\ln2.04}{P}\approx-4.9\ \mathrm{cm^3/mol},
$$

far from the true $-3.3$. By comparison, a pressure error of 0.1 GPa changes the velocity by about 5 %. Rounding $\Delta V$ to two figures leaves the ratio between 1.61 and 1.63.

The factor 1.6 also belongs to 823 K. If $\Delta V$ does not depend on temperature, 1 GPa gives 1.73 at 723 K and 1.54 at 923 K. The work term is the same, but it is divided by a different $RT$.

**Use for a real silicon layer**

The temperature, velocity and activation energy used here are in the usual range for regrowth of undoped (001) silicon. The pressure is not: ordinary furnace anneals run near atmospheric pressure, and 1 GPa requires a high-pressure cell. Stress in a device is also generally not hydrostatic. The scalar $\Delta V$ is then insufficient, because the response depends on the direction of the stress. As an illustration, suppose the response were isotropic, with one third of $\Delta V$ belonging to each axis. Uniaxial compression of 1 GPa would then give $e^{0.4823/3}=1.17$ instead of 1.62. Real regrowth at a crystal surface need not be isotropic. The hydrostatic value fixes only the sum of the three axial parts, and one of them may even have the opposite sign, so that compression along that axis slows regrowth. The number 1.17 is therefore an illustration and not a prediction. Doping can change the velocity too. The ratio found here carries over to a doped layer if doping multiplies the velocity by a factor that does not depend on pressure. Finally, crystals nucleating inside the amorphous layer would compete with the advancing interface, and the calculation leaves them out.

The numerical output below lists most of these values, some of them with more digits.

## Computed results

```
temperature: 823 K
pressure: 1.0 GPa
activation volume: -3.30 cm^3/mol
activation volume per event: -5.48 angstrom^3
silicon molar volume: 12.06 cm^3/mol
activation/silicon volume: -0.274
minus P times activation volume: 3300 J/mol
RT: 6842.8 J/mol
kT: 0.07092 eV
exponent: 0.4823
velocity ratio: 1.620
ratio if sign were reversed: 0.617
rough ambient velocity: 0.100 nm/s
velocity at 1 GPa: 0.162 nm/s
layer thickness: 100 nm
ambient regrowth time: 1000 s
regrowth time at 1 GPa: 617 s
rough activation energy: 2.70 eV
barrier change at 1 GPa: -0.0342 eV
equivalent ambient temperature: 833.6 K
equivalent temperature rise: 10.6 K
ratio at 723 K, same activation volume: 1.731
ratio at 923 K, same activation volume: 1.537
ratio for -3.25 cm^3/mol: 1.608
ratio for -3.35 cm^3/mol: 1.632
factor from 0.1 GPa pressure error: 1.049
factor from 5 K mismatch: 1.258
model region: 10 atoms
model region volume: 200.2 angstrom^3
model slope volume at 0.5 GPa: -5.6039 angstrom^3
model mean-volume change: -5.6039 angstrom^3
model ratio, equal stiffness: 1.609
model prefactor change: 0.9936
model ratio, saddle 20% softer: 1.638
model ratio, saddle 20% stiffer: 1.582
log-ratio shift from 20% compliance: 0.0176
rough driving free energy: 0.10 eV/atom
rough density deficit: 2 %
rough bulk modulus: 100 GPa
amorphous minus crystal volume: 0.246 cm^3/mol
reduced driving energy at zero pressure: 1.410
driving part of activation volume: -0.079 cm^3/mol
length part of activation volume: 0.023 cm^3/mol
barrier part of activation volume: -3.243 cm^3/mol
ratio from driving energy alone: 1.0114
ratio from full velocity law: 1.6193
```
